# Doppler width, natural width and recoil shift of sodium D2: a program that tests the result

```python
"""Doppler broadening of a spectral line, compared with natural width and recoil.

Result under test: a thermal gas has a Gaussian line of full width at half maximum
    doppler width = nu0 * sqrt(8 k T ln2 / (M c^2)),
displaced by -recoil in emission and +recoil in absorption,
    recoil = h nu0^2 / (2 M c^2),
while the natural width is 1 / (2 pi tau).
nu0: internal energy difference / h, T: temperature, M: atomic mass,
tau: lifetime of the upper level, k, h, c: Boltzmann, Planck, speed of light.
All quantities are in SI units; widths are full widths at half maximum.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import voigt_profile

h, k, c = const.h, const.k, const.c
mp.mp.dps = 60

# Rough two-figure inputs for the sodium D2 line, and a chosen temperature
wavelength = 590e-9
lifetime = 16e-9
mass = 23 * const.atomic_mass
hyperfine_splitting = 1.8e9
temperature = 300.0
nu0 = c / wavelength


def doppler_width(T, M):
    return nu0 * np.sqrt(8 * k * T * np.log(2) / (M * c**2))


def gaussian(shift, T, M):
    sigma = nu0 * np.sqrt(k * T / (M * c**2))
    return np.exp(-shift**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * np.pi))


thermal_speed = np.sqrt(k * temperature / mass)   # rms velocity along one axis
sigma_nu = nu0 * thermal_speed / c
width_doppler = doppler_width(temperature, mass)
width_natural = 1 / (2 * np.pi * lifetime)
recoil = h * nu0**2 / (2 * mass * c**2)
second_order = nu0 * k * temperature / (mass * c**2)


# Frequency shift from exact relativistic energy and momentum conservation
def exact_shift(beta, cosine, sign):
    """sign = -1: emission, +1: absorption; energies in units of h*nu0."""
    ground = mp.mpf(mass) * mp.mpf(c)**2 / (mp.mpf(h) * mp.mpf(nu0))
    excited = ground + 1
    start, end = (excited, ground) if sign < 0 else (ground, excited)
    energy = start / mp.sqrt(1 - mp.mpf(beta)**2)
    momentum = mp.mpf(beta) * energy

    def imbalance(x):
        p_squared = momentum**2 + 2 * sign * momentum * x * cosine + x**2
        return energy + sign * x - mp.sqrt(end**2 + p_squared)

    x = mp.findroot(imbalance, (mp.mpf("0.999"), mp.mpf("1.001")),
                    solver="secant", tol=mp.mpf("1e-25"))
    return float((x - 1) * mp.mpf(nu0))


for sign in (-1, 1):
    assert abs(exact_shift(0.0, 1.0, sign) / (sign * recoil) - 1) < 1e-8
    for cosine in (1.0, 0.0, -0.5):
        beta = thermal_speed / c
        first_order = nu0 * beta * cosine + sign * recoil
        # the omitted terms are of second order in beta
        assert abs(exact_shift(beta, cosine, sign) - first_order) < nu0 * beta**2
assert second_order < 0.1 * recoil


# Profile from the speed distribution: isotropic atoms of one speed v
# fill the interval from -nu0*v/c to +nu0*v/c uniformly
def profile_from_speeds(shift, T, M):
    unit = np.sqrt(k * T / M)
    lowest = abs(shift) * c / (nu0 * unit)
    norm = quad(lambda u: u**2 * np.exp(-u**2 / 2), 0, 14, epsabs=0, epsrel=1e-11)[0]
    total = quad(lambda u: u * np.exp(-u**2 / 2), lowest, lowest + 14,
                 epsabs=0, epsrel=1e-11)[0]
    return total * c / (2 * nu0 * unit) / norm


def width_from_speeds(T, M):
    half = profile_from_speeds(0.0, T, M) / 2
    upper = 5 * nu0 * np.sqrt(k * T / M) / c
    return 2 * brentq(lambda s: profile_from_speeds(s, T, M) - half, 0, upper,
                      xtol=upper * 1e-13)


for T, M in ((temperature, mass), (1200.0, mass), (temperature, 5 * mass)):
    assert abs(width_from_speeds(T, M) / doppler_width(T, M) - 1) < 1e-8
    for fraction in (0.0, 0.3, 1.1):
        s = fraction * doppler_width(T, M)
        assert abs(profile_from_speeds(s, T, M) / gaussian(s, T, M) - 1) < 1e-8
width_numeric = width_from_speeds(temperature, mass)
width_via_recoil = np.sqrt(16 * np.log(2) * recoil * k * temperature / h)
assert abs(width_numeric / width_via_recoil - 1) < 1e-8


# Natural width from the Fourier integral of the decaying field
def field_power(detuning):
    w = 2 * np.pi * detuning * lifetime
    parts = [quad(lambda s: np.exp(-s / 2) * wave(w * s), 0, 80,
                  epsabs=1e-12, epsrel=1e-11, limit=400)[0]
             for wave in (np.cos, np.sin)]
    return parts[0]**2 + parts[1]**2


half_power = field_power(0.0) / 2
natural_numeric = 2 * brentq(lambda d: field_power(d) - half_power,
                             0, 0.4 / lifetime, xtol=1e-3)
assert abs(natural_numeric / width_natural - 1) < 1e-7

# Temperature at which Doppler and natural widths coincide
equal_temperature = mass * c**2 * width_natural**2 / (8 * k * np.log(2) * nu0**2)
assert abs(width_from_speeds(equal_temperature, mass) / natural_numeric - 1) < 1e-6


# Both broadenings: the natural Lorentzian averaged over atomic velocities
def lorentzian(shift):
    return width_natural / (2 * np.pi) / (shift**2 + width_natural**2 / 4)


def combined(shift):
    resonant = shift / sigma_nu
    points = [resonant] if abs(resonant) < 10 else None
    return quad(lambda u: np.exp(-u**2 / 2) / np.sqrt(2 * np.pi)
                * lorentzian(shift - sigma_nu * u), -10, 10,
                points=points, epsabs=0, epsrel=1e-9, limit=400)[0]


for fraction in (0.0, 0.5, 2.0):
    s = fraction * width_doppler
    library = voigt_profile(s, sigma_nu, width_natural / 2)
    assert abs(combined(s) / library - 1) < 1e-6
half_peak = combined(0.0) / 2
width_combined = 2 * brentq(lambda s: combined(s) - half_peak,
                            0.3 * width_doppler, width_doppler, xtol=1.0)
assert width_doppler < width_combined < width_doppler + width_natural
far = 5 * width_doppler
wing_ratio = combined(far) / lorentzian(far)
assert abs(wing_ratio - 1) < 0.03     # finite-distance correction is about 2 percent
assert gaussian(far, temperature, mass) < 1e-10 * combined(far)
crossing = brentq(lambda s: np.log(gaussian(s, temperature, mass) / lorentzian(s)),
                  width_doppler, 5 * width_doppler)

print("INPUTS (sodium values are rough, two figures)")
print(f"wavelength: {wavelength * 1e9:.0f} nm")
print(f"upper-level lifetime: {lifetime * 1e9:.0f} ns")
print(f"atomic mass: {mass / const.atomic_mass:.0f} u = {mass:.4e} kg")
print(f"temperature: {temperature:.0f} K")
print(f"ground hyperfine splitting: {hyperfine_splitting / 1e6:.0f} MHz")
print("INTERMEDIATE VALUES")
print(f"line frequency nu0: {nu0 / 1e12:.1f} THz")
print(f"thermal energy kT: {k * temperature:.4e} J")
print(f"rest energy M c^2: {mass * c**2:.4e} J")
print(f"kT/(M c^2): {k * temperature / (mass * c**2):.4e}")
print(f"rms velocity along one axis: {thermal_speed:.1f} m/s")
print(f"Gaussian standard deviation: {sigma_nu / 1e6:.1f} MHz")
print("MAIN RESULTS")
print(f"Doppler width, formula: {width_doppler / 1e6:.1f} MHz")
print(f"Doppler width, from speed distribution: {width_numeric / 1e6:.1f} MHz")
print(f"Doppler width in wavelength: {wavelength**2 * width_doppler / c * 1e12:.2f} pm")
print(f"natural width, formula: {width_natural / 1e6:.2f} MHz")
print(f"natural width, from Fourier integral: {natural_numeric / 1e6:.2f} MHz")
print(f"recoil shift, formula: {recoil / 1e3:.2f} kHz")
print(f"exact shift, emission at rest: {exact_shift(0.0, 1.0, -1) / 1e3:.2f} kHz")
print(f"exact shift, absorption at rest: {exact_shift(0.0, 1.0, 1) / 1e3:.2f} kHz")
print("COMPARISON")
print(f"Doppler width / natural width: {width_doppler / width_natural:.1f}")
print(f"natural width / recoil shift: {width_natural / recoil:.0f}")
print(f"Doppler width / recoil shift: {width_doppler / recoil:.3e}")
print(f"kT / (h * recoil shift): {k * temperature / (h * recoil):.3e}")
print(f"hyperfine splitting / Doppler width: {hyperfine_splitting / width_doppler:.2f}")
print(f"recoil velocity h/(M lambda): {h / (mass * wavelength):.4f} m/s")
print(f"velocity range of one natural width: {wavelength * width_natural:.2f} m/s")
print(f"second-order Doppler scale nu0 kT/(M c^2): {second_order / 1e3:.3f} kHz")
print(f"temperature of equal widths: {equal_temperature * 1e3:.1f} mK")
print("BOTH BROADENINGS TOGETHER")
print(f"Voigt width: {width_combined / 1e6:.1f} MHz")
print(f"Voigt width minus Doppler width: {(width_combined - width_doppler) / 1e6:.2f} MHz")
print(f"detuning where Lorentzian = Gaussian: {crossing / 1e6:.0f} MHz")
print(f"same detuning / Doppler width: {crossing / width_doppler:.2f}")
print(f"Voigt/Lorentzian at 5 Doppler widths: {wing_ratio:.4f}")
print("OK")
```

Running it gives:

```
INPUTS (sodium values are rough, two figures)
wavelength: 590 nm
upper-level lifetime: 16 ns
atomic mass: 23 u = 3.8192e-26 kg
temperature: 300 K
ground hyperfine splitting: 1800 MHz
INTERMEDIATE VALUES
line frequency nu0: 508.1 THz
thermal energy kT: 4.1419e-21 J
rest energy M c^2: 3.4326e-09 J
kT/(M c^2): 1.2067e-12
rms velocity along one axis: 329.3 m/s
Gaussian standard deviation: 558.2 MHz
MAIN RESULTS
Doppler width, formula: 1314.4 MHz
Doppler width, from speed distribution: 1314.4 MHz
Doppler width in wavelength: 1.53 pm
natural width, formula: 9.95 MHz
natural width, from Fourier integral: 9.95 MHz
recoil shift, formula: 24.92 kHz
exact shift, emission at rest: -24.92 kHz
exact shift, absorption at rest: 24.92 kHz
COMPARISON
Doppler width / natural width: 132.1
natural width / recoil shift: 399
Doppler width / recoil shift: 5.274e+04
kT / (h * recoil shift): 2.508e+08
hyperfine splitting / Doppler width: 1.37
recoil velocity h/(M lambda): 0.0294 m/s
velocity range of one natural width: 5.87 m/s
second-order Doppler scale nu0 kT/(M c^2): 0.613 kHz
temperature of equal widths: 17.2 mK
BOTH BROADENINGS TOGETHER
Voigt width: 1319.7 MHz
Voigt width minus Doppler width: 5.31 MHz
detuning where Lorentzian = Gaussian: 2187 MHz
same detuning / Doppler width: 1.66
Voigt/Lorentzian at 5 Doppler widths: 1.0225
OK
```
